\section*{Core correction and the spin-polarization energy of nitrogen and oxygen atoms}

\section*{Question}

I generate norm-conserving pseudopotentials for nitrogen and oxygen in PBE, from the spin-unpolarized atom, and unscreen them with the valence density alone. The valence eigenvalues come back correctly. The 1s shell is tiny compared with the 2s and 2p shells, so I assumed that a core correction was a matter for heavier elements.

Now I am told to compare the spin-polarization energy of the free atoms with and without a core correction, because atomization energies depend on it. How can such a small core matter when the reference atom is reproduced? How large is the effect, and does all of it reach the atomization energy?

\section*{Answer}

The reference atom cannot reveal this error, because unscreening removes it there by construction. It appears when the spin density changes, which is what happens when a closed-shell molecule is separated into atoms.

\subsection*{Where the atomic energy enters}

Define, for one atom,
\begin{equation}
\Delta E_{\rm sp}=E_{\rm unpol}-E_{\rm pol}>0 .
\end{equation}
For a closed-shell molecule of two equal atoms, insert $E_{\rm pol}=E_{\rm unpol}-\Delta E_{\rm sp}$ into the atomization energy:
\begin{equation}
D=2E_{\rm pol}-E_{\rm mol}
=\left[2E_{\rm unpol}-E_{\rm mol}\right]-2\Delta E_{\rm sp}.
\label{D}
\end{equation}
An error $\delta$ in $\Delta E_{\rm sp}$ thus contributes $-\delta$ per atom. The bracket can have a core error of its own, to which I return below.

I use non-relativistic Kohn--Sham theory, atomic units in the formulas, and spherically averaged atoms. For $p^3$ nitrogen the average is the true shape; for oxygen and fluorine it leaves out the energy of orbital orientation. The reference is all-electron PBE, not experiment.

\subsection*{Pseudopotential and unscreening}

Inside the matching radius $r_c$, write the radial pseudo-orbital as $u=r^{l+1}e^{p(r)}$. Then $u'/u=(l+1)/r+p'$, and since $u''/u=(u'/u)'+(u'/u)^2$,
\begin{align}
\frac{u''}{u}&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)p'}{r}+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .
\end{align}
The radial equation is $u''/u=l(l+1)/r^2+2(V_{{\rm scr},l}-\varepsilon_l)$, so
\begin{equation}
V_{{\rm scr},l}=\varepsilon_l+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.
\end{equation}
The Troullier--Martins choice is $p=\sum_{k=0}^{6}c_{2k}r^{2k}$. Five of its seven coefficients are fixed by matching the orbital and four derivatives at $r_c$, and one by the norm. For the last, the $r^2$ term of $V_{{\rm scr},l}$ is
\begin{equation}
4(l+1)c_4+6c_4+2c_2^2=2\left[(2l+5)c_4+c_2^2\right],
\end{equation}
which is set to zero to make the potential flat at the origin.

Let $n_v$ be the valence pseudo-density and $\tilde n_c$ the core density kept in exchange-correlation. The ionic potential is
\begin{equation}
V_{{\rm ion},l}=V_{{\rm scr},l}-V_{\rm H}[n_v]-V_{xc}[n_v+\tilde n_c].
\label{unscreen}
\end{equation}
Later calculations must use the same $\tilde n_c$ in $E_{xc}$. In the reference state the subtracted terms are added back, and $V_{{\rm scr},l}$ returns for any $\tilde n_c$. The largest eigenvalue deviation found for N and O is $1.1\times10^{-5}$ hartree, with or without core.

I compare $\tilde n_c=0$, the full 1s density $n_c$, and a partial core. The last equals $n_c$ outside a radius $r_0$ and $a+br^2+cr^4$ inside, with $r_0=0.30$, 0.26 and 0.23 bohr for N, O and F. Matching slope and curvature at $r_0$ requires $2b+4cr_0^2=n_c'/r_0$ and $2b+12cr_0^2=n_c''$. Subtracting the first from the second gives $c$, and back-substitution gives $b$:
\begin{equation}
c=\frac{n_c''-n_c'/r_0}{8r_0^2},\qquad
b=\frac{3n_c'/r_0-n_c''}{4},
\end{equation}
with $a=n_c(r_0)-br_0^2-cr_0^4$ from the value.

\subsection*{Why a small core changes the spin energy}

First polarize the atom with its spatial orbitals frozen. The kinetic, ionic and Hartree energies depend only on the total occupation of each orbital, so they cancel. With $n=n_v+\tilde n_c$ and spin density $m$,
\begin{equation}
\Delta E_{\rm frozen}=E_{xc}\!\left[\tfrac n2,\tfrac n2\right]
-E_{xc}\!\left[\tfrac{n+m}2,\tfrac{n-m}2\right].
\end{equation}
Relaxing the orbitals can only lower the polarized energy, hence $\Delta E_{\rm sp}\ge\Delta E_{\rm frozen}$.

Local exchange shows the mechanism. Its unpolarized energy density is $e(n)=-Cn^{4/3}$ with $C>0$, and spin scaling gives $\tfrac12[e(n+m)+e(n-m)]$ for the polarized system. The energy gained per volume is
\begin{equation}
g=C\left\{\tfrac12\left[(n+m)^{4/3}+(n-m)^{4/3}\right]-n^{4/3}\right\}.
\end{equation}
At fixed $m$,
\begin{equation}
\frac{\partial g}{\partial n}=\frac{4C}{3}
\left\{\tfrac12\left[(n+m)^{1/3}+(n-m)^{1/3}\right]-n^{1/3}\right\}\le0,
\end{equation}
because the cube root is concave. Omitting the core lowers $n$ and therefore overestimates the gain. For small $m/n$, the second derivative $(n^{4/3})''=\tfrac49n^{-2/3}$ gives
\begin{equation}
g\simeq\frac{2C}{9}\,\frac{m^2}{n^{2/3}} .
\end{equation}

Two limits are useful. Where $n_c\ll n_v$, the core has no effect. Where $n_c\gg n_v$, the true gain is nearly quenched, while a calculation without core still assigns the valence spin density its full gain. The relevant quantity is therefore the spin density inside the core region, weighted by a large relative error, and not the core radius alone. PBE also depends on gradients, so its sign and size have to be computed.

\subsection*{Nitrogen and oxygen}

The mean 1s and 2p radii are 0.230 and 1.484 bohr in N, and 0.200 and 1.266 bohr in O. All-electron PBE gives $\Delta E_{\rm sp}=3.123$ eV for N and 1.518 eV for O. The pseudopotential errors relative to these values, in eV, are:

\begin{center}
\begin{tabular}{lcccc}
\hline
Atom & $r_c$ (bohr) & no core & full core & partial core\\
\hline
N & 1.30 & $+0.272$ & $+0.119$ & $+0.120$\\
N & 0.85 & $+0.330$ & $+0.022$ & $+0.025$\\
O & 1.20 & $+0.094$ & $+0.062$ & $+0.062$\\
O & 0.75 & $+0.118$ & $+0.016$ & $+0.018$\\
\hline
\end{tabular}
\end{center}

At small $r_c$, the core part of the error is the difference between the columns without and with full core:
\begin{align}
\text{N:}\quad &3.4528-3.1448=0.308\ \text{eV},\\
\text{O:}\quad &1.6358-1.5336=0.102\ \text{eV}.
\end{align}
Most of it is present before the orbitals relax. For N, the frozen values differ by $3.3307-3.0548=0.276$ eV. Local exchange alone, on the same densities, gives $4.1105-3.7829=0.328$ eV, so PBE keeps its sign.

The table also shows a second error, which a core correction does not cure. At $r_c=1.30$ bohr, N with its full core is still wrong by 0.119 eV. To find the origin, compare frozen energies with the core included, once with the pseudo-orbitals and once with the true valence orbitals:
\begin{equation}
3.1429-3.0351=0.108\ \text{eV}.
\end{equation}
This accounts for most of the remainder, so its main source is the smoothing of the valence density inside $r_c$. The corresponding difference for O at 1.20 bohr is $1.4964-1.4453=0.051$ eV out of 0.062 eV. Reducing $r_c$ shrinks this part, but without a core the total error grows. A harder potential is thus no substitute for the core correction, and a core correction does not excuse a large $r_c$.

\subsection*{What reaches the atomization energy}

By Eq.~\eqref{D}, each nitrogen atom at small $r_c$ contributes $-0.330$ eV to the error of $D$ without core, and $-0.022$ eV with the full core. For oxygen the contributions are $-0.118$ and $-0.016$ eV. These are the atomic terms; the bracket must be examined separately.

Near a nucleus, let bonding change the spherical valence density by $\delta n$. The term linear in $\delta n$ contains the reference screened potential, which Eq.~\eqref{unscreen} makes the same for every $\tilde n_c$. The core therefore enters at second order. For local exchange,
\begin{equation}
\tfrac12\left[e(n+\delta n+m)+e(n+\delta n-m)\right]
\simeq e+e'\,\delta n+\tfrac12e''\left(\delta n^2+m^2\right),
\end{equation}
so in local exchange a non-spherical density has the same type of core error as a spin density. PBE adds gradient terms that act differently on the two, so the ratios below are only a rough guide.

To estimate the ratio, suppose that in the molecule each half-filled $p$ orbital keeps one electron and its radial shape. In units of $R_{2p}^2/4\pi$, the spherical free atoms have $m=3,2,1$ for N, O, F. In the molecule, N has one electron in each $p$ orbital, so $\delta n=0$. O has occupations $(1,1,2)$ instead of $\tfrac43$ each, and F has $(2,2,1)$ instead of $\tfrac53$ each. Since $p_z^2$ is $3\cos^2\theta$ in these units, both give $\delta n=\pm(3\cos^2\theta-1)$, with angular mean square
\begin{equation}
\left\langle(3\cos^2\theta-1)^2\right\rangle=\tfrac95-2+1=\tfrac45 .
\end{equation}
The ratio $\langle\delta n^2\rangle/m^2$ is then 0 for N, 0.2 for O and 0.8 for F. This leading-order estimate suggests that, in closed-shell molecules, the atomic core error largely survives for N and O but is strongly offset for F. It does not cover O$_2$, whose triplet ground state keeps part of the spin density. I have not computed a molecule containing N or O.

F$_2$ is the severe case, and it can be checked. I used a bond length of 1.42~\AA, $r_c=0.70$ bohr, and a Gaussian basis without $f$ functions for the bracket. The absolute values below are not converged to the digits shown: in a quadruple-zeta basis, adding $f$ functions raises the all-electron bracket and $D$ by about 0.08 eV. Only the differences between rows are used here. Energies are in eV:

\begin{center}
\begin{tabular}{lccc}
\hline
 & bracket & $-2\Delta E_{\rm sp}$ & $D$\\
\hline
all-electron & 3.588 & $-0.814$ & 2.774\\
no core & 3.617 & $-0.865$ & 2.752\\
partial core & 3.565 & $-0.826$ & 2.739\\
\hline
\end{tabular}
\end{center}

Omitting the core changes the spin term by $-0.038$ eV and the bracket by $+0.052$ eV, relative to the partial core. The signs are opposite, as estimated, but the offset is larger than 0.8, so the estimate does not give its size. The net change is only $+0.013$ eV. I have not tested how it converges with the integration grid or the basis. The basis error of a single F atom is 0.07 to 0.11 eV, depending on the treatment, and must largely cancel in the bracket, so bracket differences of a few hundredths of an eV are only indicative.

The computed errors of $D$ are $-0.022$ eV without core and $-0.035$ eV with the partial core, too close to rank the two at this accuracy. Without core, the spin term alone is wrong by $-0.051$ eV, and the bracket as computed offsets part of this by $+0.029$ eV. With the partial core, the spin term is wrong by $-0.012$ eV and the computed bracket by $-0.023$ eV. A small error of $D$ therefore does not show that its separate terms are right.

The offset also depends on the spherical reference atom. A free F atom with an oriented hole has the same $\delta n$ as the bonded atom in the estimate above, so that contribution drops out of $D$. Within this estimate only the spin term remains, now with the non-spherical spin density $m=3\cos^2\theta$. Its size cannot be read from $\langle m^2\rangle$ alone, because PBE also responds to the angular gradients of $m$; I have not computed it. The small net change found here should therefore not be carried over to oriented atoms.

For your potentials, include the full core or a partial core with $r_0$ as small as here, since a larger $r_0$ removes more of the core density that the correction needs. Then check $\Delta E_{\rm sp}$ against the all-electron atom at the $r_c$ you intend to use. Agreement of the reference eigenvalues tests neither error. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
dE = unpolarized minus polarized energy; errors are against all-electron
N: mean radius 1s, 2s, 2p = 0.230, 1.321, 1.484 bohr; partial-core radius = 0.30 bohr
N: E unpolarized, polarized = -54.42100, -54.53576 hartree
N: levels 2s, 2p = -0.68198, -0.26073 hartree
N: all-electron dE = 3.1228, frozen orbitals = 3.0351 eV
N: rc = 1.30 bohr, largest pseudo level error = 1.0e-05 hartree
N: rc 1.30, core none: dE = 3.3951, error = +0.2724, frozen = 3.2774 eV
N: rc 1.30, core full: dE = 3.2413, error = +0.1185, frozen = 3.1429 eV
N: rc 1.30, core partial: dE = 3.2426, error = +0.1198, frozen = 3.1440 eV
N: rc 1.30, frozen local-exchange gain, core none, full = 4.0855, 3.8502 eV
N: rc = 0.85 bohr, largest pseudo level error = 1.1e-05 hartree
N: rc 0.85, core none: dE = 3.4528, error = +0.3301, frozen = 3.3307 eV
N: rc 0.85, core full: dE = 3.1448, error = +0.0220, frozen = 3.0548 eV
N: rc 0.85, core partial: dE = 3.1475, error = +0.0247, frozen = 3.0572 eV
N: rc 0.85, frozen local-exchange gain, core none, full = 4.1105, 3.7829 eV
O: mean radius 1s, 2s, 2p = 0.200, 1.141, 1.266 bohr; partial-core radius = 0.26 bohr
O: E unpolarized, polarized = -74.94519, -75.00096 hartree
O: levels 2s, 2p = -0.87885, -0.33213 hartree
O: all-electron dE = 1.5176, frozen orbitals = 1.4453 eV
O: rc = 1.20 bohr, largest pseudo level error = 6.1e-06 hartree
O: rc 1.20, core none: dE = 1.6116, error = +0.0940, frozen = 1.5204 eV
O: rc 1.20, core full: dE = 1.5791, error = +0.0615, frozen = 1.4964 eV
O: rc 1.20, core partial: dE = 1.5798, error = +0.0622, frozen = 1.4970 eV
O: rc 1.20, frozen local-exchange gain, core none, full = 1.8443, 1.7557 eV
O: rc = 0.75 bohr, largest pseudo level error = 2.4e-06 hartree
O: rc 0.75, core none: dE = 1.6358, error = +0.1182, frozen = 1.5377 eV
O: rc 0.75, core full: dE = 1.5336, error = +0.0160, frozen = 1.4582 eV
O: rc 0.75, core partial: dE = 1.5352, error = +0.0176, frozen = 1.4595 eV
O: rc 0.75, frozen local-exchange gain, core none, full = 1.8569, 1.7268 eV
F: mean radius 1s, 2s, 2p = 0.177, 1.005, 1.105 bohr; partial-core radius = 0.23 bohr
F: E unpolarized, polarized = -99.65070, -99.66566 hartree
F: levels 2s, 2p = -1.09585, -0.40870 hartree
F: all-electron dE = 0.4070, frozen orbitals = 0.3842 eV
F: rc = 0.70 bohr, largest pseudo level error = 5.9e-07 hartree
F: rc 0.70, core none: dE = 0.4323, error = +0.0253, frozen = 0.4034 eV
F: rc 0.70, core full: dE = 0.4127, error = +0.0057, frozen = 0.3887 eV
F: rc 0.70, core partial: dE = 0.4131, error = +0.0062, frozen = 0.3891 eV
F: rc 0.70, frozen local-exchange gain, core none, full = 0.4776, 0.4475 eV
N: polarized energy, Gaussian basis = -54.53504 hartree
F2: bond length = 1.42 angstrom = 2.6834 bohr
F2 ae: unpolarized part = 3.5876, -2dE = -0.8140, D = 2.7737 eV
F ae: Gaussian minus radial energy = 0.00400 hartree
F2 none: unpolarized part = 3.6167, -2dE = -0.8646, D = 2.7520 eV
F none: Gaussian minus radial energy = 0.00263 hartree
F2 partial: unpolarized part = 3.5650, -2dE = -0.8263, D = 2.7387 eV
F partial: Gaussian minus radial energy = 0.00285 hartree
F2, none minus partial: unpolarized part +0.0517, spin part -0.0383, D +0.0133 eV
\end{verbatim}
